# Square-root law for the band tail of three-dimensional white-noise disorder

## Definitions and conventions

An electron in a parabolic band moves in a static random potential,

$$H=-D\nabla^2+V(\mathbf r),\qquad D=\frac{\hbar^2}{2m},$$

where $V$ is Gaussian with zero mean and white-noise correlation $\langle V(\mathbf r)V(\mathbf r')\rangle=\gamma\,\delta(\mathbf r-\mathbf r')$. In an amorphous oxide, $V$ stands for the effect of irregular bond lengths and angles on the conduction-band edge.

A real potential has a correlation length $a$. White noise describes it when the electron state is much wider than $a$. The length $a$ is kept as a short-distance cutoff, because the band edge moves down by an amount that diverges as $a\to0$ (Remark 1). The binding energy $\varepsilon>0$ is measured downward from this shifted edge, and $\rho(\varepsilon)$ is the density of states per volume and energy. The natural length and the dimensionless noise strength are

$$L=\sqrt{D/\varepsilon},\qquad g=\frac{\gamma}{\varepsilon^2L^3}=\frac{\gamma}{D^{3/2}\varepsilon^{1/2}} .$$

For a normalized real function $\psi$, write $t=\int|\nabla\psi|^2$ and $P=\int\psi^4$. Let $f(\mathbf x)$ be the positive, decaying, spherical solution of

$$-\nabla^2f+f=f^3,\qquad N=\int f^2\,d^3x .$$

## Theorem

**(i) Least cost.** If a square-integrable $V$ has a bound state at energy $-\varepsilon$, then

$$\frac1{2\gamma}\int V^2\,d^3r\;\ge\;S(\varepsilon)=\frac{2N D^{3/2}}{\gamma}\,\varepsilon^{1/2},$$

and the well $V=-\varepsilon f^2(\mathbf r/L)$ attains equality.

**(ii) Density of states.** For $S\gg1$, and for $a/L$ so small that the change it makes in the cost (Remark 3) is at most of order $\ln S$, the saddle-point evaluation of the disorder average, with Gaussian fluctuations about the optimum, gives

$$\ln\rho(\varepsilon)=-S(\varepsilon)+O(\ln S).$$

The square root belongs to the leading term of the logarithm; $\rho$ itself is not a power law. Part (i) is a variational theorem. Part (ii) is an asymptotic result at the stated level of approximation.

## Lemma 1: the best potential for a given state

A normalized bound state obeys $-\varepsilon=Dt+\int V\psi^2$, so $-\int V\psi^2=\varepsilon+Dt>0$. The Cauchy–Schwarz inequality gives

$$(\varepsilon+Dt)^2=\Big(\int V\psi^2\Big)^2\le P\int V^2,
\qquad\text{hence}\qquad
\int V^2\ge\frac{(\varepsilon+Dt)^2}{P}.$$

Equality requires $V\propto-\psi^2$: the cheapest well is deep where the electron is likely to be.

## Lemma 2: the exponent

Replace $\psi$ by $\psi_s(\mathbf r)=s^{3/2}\psi(s\mathbf r)$, which stays normalized. Then $t\to s^2t$ and $P\to s^3P$, and the bound becomes

$$F(s)=\frac{(\varepsilon+s^2Dt)^2}{s^3P},\qquad
\frac{d\ln F}{ds}=\frac{4sDt}{\varepsilon+s^2Dt}-\frac3s .$$

The derivative vanishes when $4s^2Dt=3\varepsilon+3s^2Dt$, that is, $s^2Dt=3\varepsilon$. This is the minimum, since $F$ diverges for $s\to0$ and for $s\to\infty$. With $s^3=(3\varepsilon/Dt)^{3/2}$,

$$F_{\min}=\frac{(4\varepsilon)^2}{P}\left(\frac{Dt}{3\varepsilon}\right)^{3/2}
=\frac{16}{3\sqrt3}\,D^{3/2}\varepsilon^{1/2}\,\frac{t^{3/2}}{P}.$$

The factor $t^{3/2}/P$ does not change under dilation and contains no energy. Let $K$ be its lowest value over all $\psi$. The least cost is then proportional to $\sqrt\varepsilon$, provided $K$ is neither zero nor infinite.

It is not zero. The Cauchy–Schwarz inequality gives $P=\int|\psi|\,|\psi|^3\le(\int\psi^2)^{1/2}(\int\psi^6)^{1/2}$, and the Sobolev inequality in three dimensions gives $\int\psi^6\le Ct^3$ with a constant $C$. Hence $P\le C^{1/2}t^{3/2}$ and $K\ge C^{-1/2}$.

It is finite, as a Gaussian shows. For $\psi^2=\pi^{-3/2}e^{-r^2}$, $t=3/2$ and $P=(2\pi)^{-3/2}$, so $t^{3/2}/P=(3\pi)^{3/2}$. This bounds the constant $2N$ in $S$ from above by $8(3\pi)^{3/2}/(3\sqrt3)=44.5$.

The physical balance is simple. A narrow well must be very deep to overcome kinetic energy; a wide well is shallow but occupies a large volume. At the optimum the depth scales as $\varepsilon$ and the volume as $\varepsilon^{-3/2}$, so the cost scales as $\varepsilon^2\varepsilon^{-3/2}=\varepsilon^{1/2}$.

## Lemma 3: the constant

The minimum $K$ is attained by a positive spherical function, unique up to translation and dilation; this established property of the inequality $P\le t^{3/2}/K$ is used here without proof. The exponent does not depend on it.

Vary $\ln[(\varepsilon+Dt)^2/P]$ at fixed norm, with $\delta t=-2\int\delta\psi\,\nabla^2\psi$ and $\delta P=4\int\psi^3\delta\psi$. With a Lagrange multiplier $\nu$ for the norm,

$$-\frac{4D\nabla^2\psi}{\varepsilon+Dt}-\frac{4\psi^3}{P}=2\nu\psi .$$

Multiplication by $(\varepsilon+Dt)/4$ gives

$$-D\nabla^2\psi-\mu\psi^3=E\psi,\qquad \mu=\frac{\varepsilon+Dt}{P},$$

where $E$ collects the constants on the right. Multiplying by $\psi$ and integrating gives $E=Dt-\mu P=-\varepsilon$. Setting $\psi(\mathbf r)=\sqrt{\varepsilon/\mu}\,f(\mathbf r/L)$ and dividing by $\varepsilon$ turns this into $-\nabla^2f+f=f^3$. The optimal potential is $V=-\mu\psi^2=-\varepsilon f^2$.

Its cost follows from two identities. Let $A=\int|\nabla f|^2$ and $Q=\int f^4$. Multiplying the equation by $f$ and integrating gives $A+N=Q$. The equation also makes $A/2+N/2-Q/4$ stationary. For $f(\mathbf x/\lambda)$ this quantity is $\lambda A/2+\lambda^3N/2-\lambda^3Q/4$, and its derivative at $\lambda=1$ must vanish:

$$\frac A2+\frac{3N}2-\frac{3Q}4=0\quad\Rightarrow\quad 2A+6N=3Q=3A+3N .$$

Hence $A=3N$ and $Q=4N$, and

$$\frac1{2\gamma}\int V^2d^3r=\frac{\varepsilon^2L^3}{2\gamma}\,4N=\frac{2N}{g}=S(\varepsilon).$$

This proves part (i). Radial integration gives $N=18.90$ and $2N=37.8$; the Gaussian value is 18% higher.

A separate minimization started from the potential instead of integrating the equation for $f$. Its fixed point obeys the same equation, but neither $N$ nor the exponent was put in. At fixed $\int V^2$ and $D=1$, it alternated between finding the ground state and resetting $V\propto-\psi^2$. For $\int V^2=50$, 100 and 200 the bindings were 0.438, 1.751 and 7.012. They give an exponent of 0.4997 and constants within 0.1% of $2N$.

## Derivation of part (ii)

The probability weight of a potential is $\exp(-\int V^2/2\gamma)$. With $\mathbf r=L\mathbf x$ and $V=\varepsilon v$,

$$H=\varepsilon(-\nabla_x^2+v),\qquad
\frac1{2\gamma}\int V^2d^3r=\frac1{2g}\int v^2d^3x .$$

Hence $\rho=R/(\varepsilon L^3)$, where $R$ is the scaled density at energy $-1$ and depends on $g$ and, through the cutoff, on $a/L$. For small $g$ the average is dominated by the least costly $v$ with a state at $-1$, and the exponent is $-2N/g=-S$.

The prefactor follows from counting modes. Each normalized Gaussian mode carries a factor $g^{-1/2}$, which integration over that mode normally cancels. Four modes escape the cancellation: three translations, whose integral counts positions of the well, and one direction fixed by the condition on the energy. Thus $R\propto g^{-2}e^{-S}$ and

$$\rho\propto\varepsilon^{-1}L^{-3}g^{-2}e^{-S}\propto\varepsilon^{-1}\,\varepsilon^{3/2}\,\varepsilon\;e^{-S}=\varepsilon^{3/2}e^{-S}.$$

Since $\ln\varepsilon$ varies as $2\ln S$ at fixed $\gamma$ and $D$, the correction is $O(\ln S)$. Using $dS/d\varepsilon=S/2\varepsilon$, the local slope is

$$-\frac{d\ln\rho}{d\varepsilon}=\frac{S}{2\varepsilon}-\frac{3}{2\varepsilon}=\frac{S-3}{2\varepsilon}.$$

The local tail energy $E_t=2\varepsilon/(S-3)$ grows roughly as $\sqrt\varepsilon$ for large $S$. The white-noise tail is therefore not a simple exponential with one slope.

## Remark 1: the edge shift

Second-order perturbation theory for the state at the band bottom gives

$$\Delta E=-\int\!\frac{d^3k}{(2\pi)^3}\frac{B_k}{Dk^2},$$

where $B_k$ is the Fourier transform of the correlation function. For $B(r)=\sigma^2e^{-r^2/2a^2}$ one has $B_k=\gamma e^{-k^2a^2/2}$ with $\gamma=(2\pi)^{3/2}\sigma^2a^3$. The angular integral leaves

$$\Delta E=-\frac{\gamma}{2\pi^2D}\int_0^\infty e^{-k^2a^2/2}dk=-\frac{\gamma}{(2\pi)^{3/2}Da}=-\frac{\sigma^2a^2}{D}.$$

At fixed $\gamma$ this diverges as $1/a$. The next order adds a further downward term that grows as $\varepsilon_0\ln(L/a)$, with $\varepsilon_0$ defined below; it also belongs to the shifted edge as $a\to0$, and it is about 2 meV in the worked example. The same short-distance term appears in the fluctuations around the optimal well, which is why $\varepsilon$ must be counted from the shifted edge.

At binding $\varepsilon$ the denominator is $Dk^2+\varepsilon$, and for white noise the shift differs from its edge value by $\gamma\sqrt\varepsilon/(4\pi D^{3/2})$. This equals $\varepsilon$ at $\varepsilon_0=(\gamma/4\pi)^2/D^3$. The deep tail requires $\varepsilon\gg\varepsilon_0$.

## Remark 2: a case with a known density

In one dimension the same argument has $f=\sqrt2\,\mathrm{sech}\,x$ and $\int f^4dx=16/3$. With $D=1$, the cost is $S_1=\tfrac83\varepsilon^{3/2}/\gamma$. Two modes escape cancellation, so $\rho\propto\varepsilon^{-1}L^{-1}g_1^{-1}e^{-S_1}$ with $g_1=\gamma/(\varepsilon^2L)$, which gives $\rho\propto\varepsilon e^{-S_1}$.

This can be compared with an exact integral. The variable $z=\psi'/\psi$ obeys $z'=V+\varepsilon-z^2$ and runs from $+\infty$ to $-\infty$ between nodes. Its mean passage length, which is the inverse of the integrated density of states, is

$$\ell=\frac2\gamma\int_{-\infty}^{\infty}\!dz\int_0^\infty\!dy\;e^{-\frac2\gamma\left[y(z+y/2)^2+y^3/12-\varepsilon y\right]}
=\sqrt{\frac{2\pi}\gamma}\int_0^\infty\frac{dy}{\sqrt y}\,e^{-\frac2\gamma(y^3/12-\varepsilon y)} .$$

The saddle at $y=2\sqrt\varepsilon$ gives $\ell\simeq\pi\varepsilon^{-1/2}e^{S_1}$. Differentiating $1/\ell$ yields $\rho\simeq(4\varepsilon/\pi\gamma)e^{-S_1}$, in agreement with both the exponent and the power of $\varepsilon$ in the prefactor. Numerically, for $\gamma=1$ and bindings 12 and 24, the change in $-\ln\rho$ is 0.997 times that in $S_1$, and the prefactor power is 1.005. This supports the method; it is not an exact three-dimensional calculation.

## Remark 3: where the square root ends

For correlated disorder, Lemma 1 holds with $\gamma P$ replaced by

$$\iint\psi^2(\mathbf r)B(\mathbf r-\mathbf r')\psi^2(\mathbf r')=\gamma\int\!\frac{d^3k}{(2\pi)^3}|n_k|^2e^{-k^2a^2/2},$$

where $n_k$ is the transform of $\psi^2$. The exponential is at most one, so the true cost $S_a$ is at least $S$. Any trial state gives an upper bound.

The double integral is also at most $\sigma^2$, so $S_a\ge\varepsilon^2/2\sigma^2$. For $\varepsilon\gg D/a^2$ a state can be much narrower than $a$ and still have kinetic energy much smaller than $\varepsilon$; the bound is then approached. The logarithm crosses over from $\varepsilon^{1/2}$ to $\varepsilon^2$.

## Worked example: an oxide film

Take round, illustrative parameters for an amorphous oxide gate film: $m=0.2$ electron masses, $\sigma=0.7$ eV, $a=0.2$ nm and thickness 4 nm. Then $D=0.1905$ eV nm² and

$$\gamma=(2\pi)^{3/2}(0.7)^2(0.2)^3=0.0617\ \text{eV}^2\,\text{nm}^3 .$$

At $\varepsilon=0.10$ eV, $L=\sqrt{0.1905/0.10}=1.38$ nm, and the white-noise formulas give

$$S=\frac{37.8\,(0.1905)^{3/2}(0.10)^{1/2}}{0.0617}=16.1,\qquad E_t=\frac{0.20\ \text{eV}}{13.1}=15\ \text{meV}.$$

At 0.05 and 0.20 eV, $S$ is 11.4 and 22.8: a fourfold binding doubles the cost. In the white-noise formula the density falls from 0.10 to 0.20 eV by $(22.76-16.10-1.5\ln2)/\ln10=2.4$ decades.

In the parabolic model the edge shift is 0.10 eV downward, as large as the binding itself, so the choice of energy origin matters. The shift draws on kinetic energies of order $D/a^2=4.8$ eV, about a third of it from above that value, where a real band is generally not parabolic, so its value is only a rough guide. The scale $\varepsilon_0$ is 3.5 meV, well below the bindings used. The dilated soliton bounds $S_a/S$ from above by 1.05, 1.10 and 1.18 at the three bindings. Between the outer two, this trial curve has an apparent exponent of 0.58, already above one half. Its costs at 0.10 and 0.20 eV are 17.6 and 26.8. These are upper bounds; a full numerical minimization of the correlated cost lowers them only slightly, to 17.6 and 26.6. At 0.20 eV the change in cost, 3.8, already exceeds $\ln S=3.1$, so the condition of part (ii) is at best marginal there. With the same prefactor, the density then falls by about 3.5 decades instead of 2.4. The finite correlation length thus makes the tail steeper, and the local tail energy is smaller and varies less with binding than in the white-noise formula.

Hard film walls, a model for neighbouring layers with much higher band edges, raise the cost at a fixed energy. With the binding still measured from the bulk shifted edge, a trial state confined to a sphere inside the film puts the white-noise $S$ at 0.10 eV between 16.1 and 19.9. The walls also lift the film's own edge by $\pi^2D/(4\ \text{nm})^2=0.12$ eV, more than the binding. At 0.10 eV below that lifted edge the least cost is about 9, lower than in the bulk. An electrode or channel with a lower band edge is not such a wall. A state in the middle of the film can leak into it. The optimal well is deeper than the level almost out to $r=L$, so only about 0.66 nm of the 2 nm to the film surface is a barrier, and the tunnelling exponent is below $2\,(0.66\ \text{nm})/L=0.96$.

A gate field and a different mass can both change the picture strongly. At 1 MV/cm the field alone lowers the band edge by 0.10 eV within 1.0 nm, less than $L$. For a well of negligible width, the tunnelling exponent $2\int\sqrt{(\varepsilon-eFx)/D}\,dx$ in a field $F$ would be only 0.97. The optimal well is wider: $f^2>1$, and hence $V<-\varepsilon$, almost out to $r=L$. No barrier is then left on the downhill side at the original level. Such a state is not well bound, and the result applies to flat band. The cost also depends on the mass, as $m^{-3/2}$. With 0.6 electron masses instead of 0.2, at fixed $\gamma$ and binding, $S$ drops to 3.1 and the asymptotic formula no longer applies.

Polar lattice vibrations matter too. For rough permittivities 4.5 and 20 and a phonon energy of 0.05 eV, weak-coupling theory gives a coupling of 1.27, a further edge lowering of 0.064 eV and a heavier mass that multiplies $S$ by roughly 0.7. Because the bindings are not small compared with the phonon energy, this is an estimate of size only. Without this mass correction, the thermal energy at 300 K, 26 meV, exceeds $E_t$ at all three bindings. In nondegenerate equilibrium the Boltzmann factor therefore grows more slowly with binding than the density falls, and carriers in this model favour the shallow end of this range. For deeper states the outcome depends on the correlation length. In the white-noise formula $E_t$ reaches the thermal energy near 0.35 eV. If $S$ is multiplied by 0.7, it does so already near 0.12 eV. Above that binding the carrier population per energy rises again, and at 0.20 eV it is nearly the same as at 0.05 eV. This crossover belongs to the white-noise limit and is absent, over the range examined here, for $a=0.2$ nm. With the correlated cost of Remark 3 and the same prefactor, $E_t$ is about 15 meV at 0.35 and 0.5 eV. With the heavier mass it stays below 20 meV up to 0.4 eV, and the population at 0.20 eV is about 0.06 of that at 0.05 eV, so the preference for the shallow end remains.

Oxygen vacancies, coupled bands and non-Gaussian local structure are left out, so these numbers are not a prediction of a measured trap density. The main values are in the numerical output.

## Numbers as computed

```
soliton centre value f(0) = 4.3374 (dimensionless)
soliton norm N = 18.897 (dimensionless)
gradient integral / N = 3.00000
quartic integral / N = 4.00000
cost constant 2N = 37.795
Gaussian-trial cost constant = 44.547
soliton rms radius / L = 1.037
minimized well: int V^2 = 50, eps = 0.4376, constant = 37.793 (D=1)
minimized well: int V^2 = 100, eps = 1.7509, constant = 37.787 (D=1)
minimized well: int V^2 = 200, eps = 7.0122, constant = 37.764 (D=1)
exponent from minimized wells = 0.4997
Gaussian well: cost / optimum cost = 1.331
square well: cost / optimum cost = 2.022
exponential well: cost / optimum cost = 1.024
1D exact: -change of ln density / change of S = 0.9966
1D exact: prefactor power of eps = 1.0052
input mass = 0.2 electron masses
input rms disorder = 0.7 eV
input correlation length = 0.2 nm
input film thickness = 4.0 nm
D = 0.1905 eV nm^2
gamma = 0.06174 eV^2 nm^3
eps = 0.05 eV: L = 1.952 nm, S = 11.38
  local tail energy = 11.9 meV
  correlated S / white S, upper bound = 1.051
eps = 0.10 eV: L = 1.380 nm, S = 16.10
  local tail energy = 15.3 meV
  correlated S / white S, upper bound = 1.096
eps = 0.20 eV: L = 0.976 nm, S = 22.76
  local tail energy = 20.2 meV
  correlated S / white S, upper bound = 1.179
density drop 0.10 to 0.20 eV = 2.44 decades
apparent exponent, correlated trial = 0.583
first-order edge shift downward = 0.1029 eV
disorder energy scale = 3.49 meV
rms radius at 0.10 eV = 1.431 nm
film S / bulk S at 0.10 eV, upper bound = 1.238
gate field = 1.0 MV/cm
barrier exit distance at 0.10 eV = 1.00 nm
escape exponent at 0.10 eV = 0.97
field eps/(eL) at 0.10 eV = 0.72 MV/cm
heavier mass = 0.6 electron masses
S at 0.10 eV with heavier mass = 3.10
fast, static permittivity = 4.5, 20.0
phonon energy = 0.050 eV
polaron coupling = 1.271 (dimensionless)
polaron edge shift downward = 0.0635 eV
polaron S / bare S = 0.698
thermal energy at 300 K = 0.0259 eV
```
